# Spontaneous emission in a dielectric: which power of the refractive index?

## Problem

An emitter sits in a uniform, isotropic, non-magnetic and transparent dielectric of refractive index $n=2.4$. It has one optical transition, from an excited state $e$ to a single final state $g$, with energy 1.945 eV and transition dipole 5.2 debye. Derive the spontaneous emission rate, taking the macroscopic field to be the field that acts on the emitter. Then decide whether these data give a radiative lifetime of 12 ns.

Hartree atomic units are used with Gaussian fields, so that $\hbar=1$, the electron has charge $-1$, and $c$ is the speed of light in vacuum. The transition dipole is $\boldsymbol\mu=-\langle g|\mathbf r|e\rangle$, with $\mathbf r$ summed over the electrons, and $\mu^2=\sum_i|\mu_i|^2$ is the full squared length of this vector.

## A tempting solution

In vacuum the rate is $4\omega^3\mu^2/(3c^3)$, which is the case $n=1$ of the derivation below. In the dielectric light travels at $c/n$. Replacing $c$ by $c/n$ gives

$$\Gamma_{\text{wrong}}=\frac{4n^3\omega^3\mu^2}{3c^3}.$$

With the given dipole and energy the vacuum formula yields a lifetime of 30.54 ns, so this argument predicts $30.54/2.4^3=2.21$ ns.

## Where it fails

The rate is a product of two things: the number of field modes near the transition frequency, and the squared electric field that one photon has in each mode. Replacing $c$ by $c/n$ corrects the first. The wave number becomes $k=n\omega/c$, and without dispersion the number of modes per unit frequency grows as $n^3$.

The second factor has been left at its vacuum value. A photon still has energy $\omega$, but in the dielectric part of that energy resides in the polarized medium, and the magnetic field is larger relative to the electric one. The electric field of one photon is therefore weaker, and its square has to be found from the energy.

## The right solution

**Field of one photon.** Take plane waves in a periodic box of volume $V$, and let $n$ depend on frequency. The energy of a wave in a dispersive medium follows from the work needed to build it up. Let the electric field have complex amplitude $E_0e^{-i\omega t+\gamma t}$ with small $\gamma>0$. This is an oscillation at the complex frequency $\omega+i\gamma$, so the displacement is $D=\epsilon(\omega+i\gamma)E$ with $\epsilon=n^2$ real. The cycle-averaged power per volume, $\overline{E\,\partial_tD}/4\pi$, is

$$\frac{|E_0|^2e^{2\gamma t}}{8\pi}\,\mathrm{Re}\!\left[-i(\omega+i\gamma)\,\epsilon(\omega+i\gamma)\right]
\simeq\frac{\gamma|E_0|^2e^{2\gamma t}}{8\pi}\frac{d(\omega\epsilon)}{d\omega},$$

where the bracket was expanded to first order in $\gamma$. Integrating from $t=-\infty$ to 0 divides by $2\gamma$, and the electric part of the energy density is $|E_0|^2\,[d(\omega n^2)/d\omega]/16\pi$.

Faraday's law gives $kE_0=\omega B_0/c$, hence $B_0=nE_0$, and the magnetic part is $n^2|E_0|^2/16\pi$. The sum contains

$$\frac{d(\omega n^2)}{d\omega}+n^2=2n^2+2\omega n\frac{dn}{d\omega}=2n\,n_g,\qquad n_g=n+\omega\frac{dn}{d\omega},$$

where $n_g$ is the group index. The energy density is thus $u=n\,n_g|E_0|^2/8\pi$.

Field and medium together form a linear Hamiltonian system, so each normal mode is a harmonic oscillator with energy $\omega|\alpha|^2$ at classical amplitude $\alpha$. Write the field as $\mathcal E(\alpha e^{i\mathbf k\cdot\mathbf r-i\omega t}+\text{c.c.})$, up to a phase, so that $|E_0|=2\mathcal E|\alpha|$. Equating the energies gives

$$V\,\frac{n\,n_g}{8\pi}\,4\mathcal E^2|\alpha|^2=\omega|\alpha|^2
\quad\Longrightarrow\quad
\mathcal E^2=\frac{2\pi\omega}{n\,n_gV}.$$

Without dispersion this is $2\pi\omega/(n^2V)$. The tempting solution kept $2\pi\omega/V$.

**Coupling to the emitter.** The kinetic energy $(\mathbf p+\mathbf A/c)^2/2$ contains the coupling $\mathbf A\cdot\mathbf p/c$. The transition wavelength in the medium, $2\pi c/(n\omega)$, is about 5000 bohr for the present data. For an emitter much smaller than this, $\mathbf A$ can be evaluated at one point. The $A^2$ term then does not act on the electronic state and causes no transition at this order.

If the potential in the electronic Hamiltonian $H_0$ is local, it commutes with $\mathbf r$, so $\mathbf p=i[H_0,\mathbf r]$ and

$$\langle g|\mathbf p|e\rangle=i(E_g-E_e)\langle g|\mathbf r|e\rangle=i\omega\boldsymbol\mu .$$

Because $\mathbf E=-\partial_t\mathbf A/c$, the amplitude of $\mathbf A$ for one photon is $c\,\mathcal E/\omega$. The factors $c$ and $\omega$ cancel. For a photon at the transition frequency with real polarization vector $\mathbf e$, the coupling $g_k$ obeys

$$|g_k|^2=\mathcal E^2\,|\mathbf e\cdot\boldsymbol\mu|^2 .$$

**Decay.** Let $a(t)$ be the amplitude of the excited emitter without photons, and $b_k(t)$ that of the final state with one photon in mode $k$, both in the interaction picture. Keeping these states alone, which is justified for weak coupling, gives

$$\dot b_k=-ig_k\,e^{-i(\omega-\omega_k)t}a,\qquad
\dot a=-i\sum_kg_k^*\,e^{i(\omega-\omega_k)t}b_k .$$

Initially $b_k=0$. Integrating the first equation and inserting it in the second yields

$$\dot a(t)=-\sum_k|g_k|^2\int_0^t e^{i(\omega-\omega_k)(t-t')}a(t')\,dt'.$$

The sum over many frequencies dies out quickly as $t-t'$ grows. If $a$ changes little in that time, $a(t')$ may be replaced by $a(t)$ and the integral extended to infinity:

$$\int_0^\infty e^{i(\omega-\omega_k)\tau}d\tau=\pi\delta(\omega-\omega_k)+i\,\mathrm P\frac{1}{\omega-\omega_k}.$$

The principal-value term shifts the transition frequency. It comes from modes far from resonance, and with $\mathbf A$ evaluated at one point it grows without bound as higher frequencies are included, so this model does not give its size. The shift is absorbed in $\omega$, which is taken to be the observed transition frequency. The delta function makes $|a|^2$ decay as $e^{-\Gamma t}$ with

$$\Gamma=2\pi\sum_k|g_k|^2\,\delta(\omega_k-\omega).$$

**Counting modes.** The box has $V\,d^3k/(2\pi)^3$ wave vectors in $d^3k$. From $k=n\omega/c$ follows $dk=n_g\,d\omega/c$, so that

$$\frac{V}{(2\pi)^3}k^2\,dk\,d\Omega=\frac{V\,n^2n_g\,\omega^2}{8\pi^3c^3}\,d\omega\,d\Omega .$$

**Directions and polarizations.** The two polarization vectors and the unit vector $\hat{\mathbf k}$ form an orthonormal set, so the two polarizations together contribute $\mu^2-|\hat{\mathbf k}\cdot\boldsymbol\mu|^2$. The average of $\hat k_i\hat k_j$ over directions is $\delta_{ij}/3$. Hence

$$\int d\Omega\left(\mu^2-|\hat{\mathbf k}\cdot\boldsymbol\mu|^2\right)=4\pi\left(1-\tfrac13\right)\mu^2=\frac{8\pi}{3}\mu^2 .$$

The average over orientations is already contained here, and no further factor 1/3 is to be applied to $\mu^2$.

**Assembly.** The factors are

$$\Gamma=2\pi\cdot\frac{2\pi\omega}{n\,n_gV}\cdot\frac{V\,n^2n_g\,\omega^2}{8\pi^3c^3}\cdot\frac{8\pi}{3}\mu^2
=\frac{4n\,\omega^3\mu^2}{3c^3}.$$

The group index cancels: slower pulses mean more modes per unit frequency, but a weaker electric field in each. What remains is $n^2$ from the mode count times $1/n$ from the squared field. For $n=1$ the vacuum rate is recovered.

To restore $\hbar$, note that in Gaussian units $\mu^2$ is an energy times a volume and $\omega^3/c^3$ an inverse volume. Their product is an energy, and division by $\hbar$ makes it a rate:

$$\boxed{\Gamma=\frac{4n\,\omega^3\mu^2}{3\hbar c^3}}$$

## The numbers

With 1 hartree = 27.2114 eV and an atomic unit of dipole of 2.54175 debye, the inputs become

$$\omega=\frac{1.945}{27.2114}=0.071477,\qquad \mu=\frac{5.2}{2.54175}=2.0458 .$$

Then $\omega^3=3.6518\times10^{-4}$, $\mu^2=4.1855$ and $c^3=137.036^3=2.5734\times10^6$, so

$$\Gamma=\frac{4(2.4)(3.6518\times10^{-4})(4.1855)}{3(2.5734\times10^6)}=1.901\times10^{-9}\ \text{a.u.}$$

The atomic unit of time is $2.41888\times10^{-17}$ s. The rate is therefore $7.86\times10^7\ \mathrm{s^{-1}}$, and the radiative lifetime is

$$\tau=\frac1\Gamma=12.7\ \text{ns}.$$

The ratio $\Gamma/\omega$ is about $3\times10^{-8}$, so the excited amplitude hardly changes during one optical period, as the weak-coupling treatment requires.

The answer to the question is that the data, taken as they stand, give 12.7 ns, which is 13 ns to two figures and not 12 ns. If the inputs are themselves rounded values, the distinction is less sharp. A dipole between 5.15 and 5.25 debye gives lifetimes from 12.98 down to 12.49 ns. If the index is also raised to 2.45, the upper limit of the values that round to 2.4, the shortest of these becomes $12.49\times2.4/2.45=12.2$ ns. Rounded inputs therefore do not exclude a lifetime that is 12 ns to two figures, although they do not reach 12.0 ns. With $n=2.4$ and the given energy, a lifetime of exactly 12 ns would need a dipole of $5.2\sqrt{12.727/12}=5.355$ debye.

## What the lifetime does and does not include

**Other decay.** The quantity $1/\Gamma$ is the lifetime of the excited state if emission is its sole decay. A non-radiative rate $\Gamma_{\rm nr}$ adds to $\Gamma$. A total lifetime of 12 ns with the given dipole would correspond to $\Gamma_{\rm nr}=1/(12\ \text{ns})-1/(12.727\ \text{ns})\approx5\times10^6\ \mathrm{s^{-1}}$. A measured total lifetime therefore does not determine the dipole until the non-radiative part is known.

**Phonon sideband.** The derivation assumed one sharp line. Suppose instead that the emission is spread over final vibrational states $m$ with frequencies $\omega_m$ and weights $F_m$ that sum to 1, and that the dipole does not depend on the nuclear positions. Each final state contributes its own rate, so

$$\Gamma=\frac{4\mu^2}{3c^3}\sum_mF_m\,n(\omega_m)\,\omega_m^3 .$$

If 1.945 eV is the highest emission energy and $n$ does not fall with frequency, every term is at most its sharp-line value. The sideband then lengthens the radiative lifetime.

**Local field.** The problem prescribed that the macroscopic field acts on the dipole. A different model places the emitter at the centre of an empty sphere, small compared with the wavelength. Let the macroscopic field have unit strength, and let the sphere have unit radius. The potential is $-Fr\cos\theta$ inside and $(-r+B/r^2)\cos\theta$ outside. Continuity of the potential and of the normal displacement at $r=1$ requires

$$F=1-B,\qquad F=n^2(1+2B).$$

Inserting $B=1-F$ in the second equation gives $F=n^2(3-2F)$, and so

$$F=\frac{3n^2}{2n^2+1}=1.380\quad\text{for } n=2.4 .$$

The rate is quadratic in the field at the emitter, so it grows by $F^2=1.905$ and the lifetime falls to 6.68 ns. This change is far larger than the effect of rounding. A computed dipole must therefore be combined with the field convention that suits it: if the calculation of $\boldsymbol\mu$ already includes the response of the surrounding crystal to the macroscopic field, a further factor $F$ would count that response twice.
